# Critical Volume and Nucleation Barrier of a Fixed-Shape Coherent Strained Island

A flat crystalline film is grown on a substrate with a different lattice constant and is strained to match it. Part of the deposited material may gather into an island. The island exposes extra surface, but its sides are free to move, so it relieves some misfit strain. This problem finds the size beyond which further growth lowers the energy, and the energy needed to get there.

The island stays coherent, meaning free of dislocations, and keeps its shape as it grows. Film, island and substrate are treated as one linear, isotropic elastic medium with shear modulus \(\mu\) and Poisson ratio \(\nu\). Edge energies, surface stress, intermixing and interactions between islands are neglected, and the surface energy of the film does not depend on its thickness. All energies are measured relative to the same material spread over the flat film. The algebra is in atomic units; since it contains no electronic constants, it reads the same in electronvolts and angstroms, which are used for the numbers.

## (a) The barrier for given coefficients

**An island of volume \(V\) has the energy \(E(V)=AV^{2/3}-BV\), with \(A>0\) and \(B>0\). Find its maximum, the height of the maximum, and the volume at which the energy returns to zero.**

The derivative is
\[
\frac{dE}{dV}=\frac{2A}{3}V^{-1/3}-B .
\]
It falls steadily from \(+\infty\) to \(-B\), so it vanishes once, and that point is a maximum. There \(V_c^{1/3}=2A/(3B)\), or
\[
V_c=\left(\frac{2A}{3B}\right)^3 .
\]
To find the height, write \(AV_c^{2/3}=(AV_c^{-1/3})V_c=\tfrac32BV_c\). Then
\[
E^*=\tfrac32BV_c-BV_c=\tfrac12BV_c=\frac{4A^3}{27B^2}.
\]
At the maximum the surface cost is therefore \(3E^*\) and the strain gain is \(2E^*\). The energy is zero when \(V^{1/3}=A/B\), which gives \(V_0=(A/B)^3=\tfrac{27}{8}V_c\).

An island smaller than \(V_c\) lowers its energy by shrinking, and a larger one by growing. Between \(V_c\) and \(V_0\) an island tends to grow although its energy is still above that of the flat film. If \(A\le0\) with \(B>0\), the energy falls from the start and there is no barrier.

## (b) The surface coefficient of a cone

**The island is a cone of base radius \(R\) and slope \(s\). Its side has surface energy \(\gamma_f\) per area, and the film has \(\gamma_w\). Find \(A\).**

The height is \(sR\), so \(V=\pi sR^3/3\). The slant length is \(R\sqrt{1+s^2}\) and the side area is \(\pi R^2\sqrt{1+s^2}\). The island covers a film area \(\pi R^2\). The surface cost is thus
\[
E_{\rm surf}=\pi R^2\Gamma,\qquad \Gamma=\gamma_f\sqrt{1+s^2}-\gamma_w .
\]
Inserting \(R^2=(3V/\pi s)^{2/3}\) gives
\[
A=\pi\Gamma\left(\frac{3}{\pi s}\right)^{2/3}=\Gamma\,(9\pi)^{1/3}s^{-2/3}.
\]

## (c) The elastic energy as work of a surface force

**The in-plane misfit strain is \(\varepsilon\). Show that the strain gain is proportional to \(V\) at fixed shape, and reduce it, for small slope, to the response of a flat half-space.**

First take the flat film. Its in-plane strains are \(\varepsilon\), and its normal strain \(e\) adjusts until the normal stress vanishes, which gives \(e=-2\nu\varepsilon/(1-\nu)\). The in-plane stress equals the difference between in-plane and normal stress:
\[
\sigma_0=2\mu(\varepsilon-e)=\frac{2\mu(1+\nu)}{1-\nu}\,\varepsilon .
\]
Two in-plane directions contribute \(\tfrac12\sigma_0\varepsilon\) each, so the energy density is \(W=\sigma_0\varepsilon\).

Now let \(\mathbf u\) be the further displacement from this state. The elastic energy of the strained material is
\[
\int\left[W+\sigma_0\nabla_\parallel\!\cdot\mathbf u\right]dV+Q[\mathbf u],
\]
where \(Q\) is the usual quadratic elastic energy, taken over the substrate as well. The term \(WV\) is the same for the island as for that material in the film, and it cancels. In a flat layer the linear term integrates to zero at each depth, because \(\mathbf u\) vanishes far away. Only the island contributes to it, and the film thickness drops out.

The remaining problem has no length except the island size. If all lengths are multiplied by \(\ell\), the displacement \(\ell\,\mathbf u(\mathbf r/\ell)\) has the same strains at corresponding points, and its energy is multiplied by \(\ell^3\). The relaxation energy is therefore \(-BV\) at any fixed slope within linear elasticity.

For small slope, let \(h(\mathbf r)\) be the island height. To leading order \(\mathbf u\) inside the island may be replaced by its value at the base, and \(Q\) by that of a half-space. Integrating by parts, with \(h=0\) at the edge, gives
\[
\sigma_0\int h\,\nabla_\parallel\!\cdot\mathbf u\,d^2r=-\int\mathbf f\cdot\mathbf u\,d^2r,\qquad \mathbf f=\sigma_0\nabla h .
\]
The energy to minimize is \(Q-L\), with \(L=\int\mathbf f\cdot\mathbf u\,d^2r\). Scaling \(\mathbf u\) by a factor \(c\) gives \(c^2Q-cL\). This must be stationary at \(c=1\), so \(2Q=L\), and the minimum is
\[
E_{\rm rel}=-\tfrac12\int\mathbf f\cdot\mathbf u\,d^2r .
\]

## (d) The response of the half-space

**A half-space \(z<0\) carries the surface traction \(f\sin kx\) along \(x\). Find the surface displacement along \(x\), and express \(E_{\rm rel}\) through the Fourier transform of \(h\).**

Equilibrium requires \((1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0\). Try decaying fields
\[
u_x=(a+bkz)e^{kz}\sin kx,\qquad u_z=(c+dkz)e^{kz}\cos kx .
\]
Their divergence is \(k[a+c+d+(b+d)kz]e^{kz}\cos kx\). The Laplacians are \(2bk^2e^{kz}\sin kx\) and \(2dk^2e^{kz}\cos kx\). The \(x\) equation becomes
\[
2(1-2\nu)b-(a+c+d)-(b+d)kz=0 .
\]
It must hold at every \(z\), so \(d=-b\) and \(a+c+d=2(1-2\nu)b\). The \(z\) equation, \(2(1-2\nu)d+(a+c+d)=0\), is then satisfied too.

The normal stress is \(2\mu[\partial_zu_z+\nu\nabla\cdot\mathbf u/(1-2\nu)]\). It must vanish at \(z=0\), which gives \(c-b+2\nu b=0\), or \(c=(1-2\nu)b\). It follows that \(a=2(1-2\nu)b+b-c=2(1-\nu)b\). The shear stress at the surface has amplitude
\[
\mu k(a+b-c)=2\mu kb=f .
\]
Hence \(b=f/(2\mu k)\), and the surface displacement has amplitude \(a=(1-\nu)f/(\mu k)\).

Because \(\mathbf f\) is a gradient, each of its Fourier components points along its wave vector, so this response is all that is needed. With \(h_{\mathbf k}=\int h\,e^{-i\mathbf k\cdot\mathbf r}d^2r\), the force has \(|\mathbf f_{\mathbf k}|^2=\sigma_0^2k^2|h_{\mathbf k}|^2\), and
\[
E_{\rm rel}=-\frac{\sigma_0^2(1-\nu)}{2\mu}\,I,\qquad I=\int\frac{d^2k}{(2\pi)^2}\,k\,|h_{\mathbf k}|^2 .
\]
The gain is quadratic in the misfit, so it has the same sign for compression and tension.

## (e) The shape integral of the cone

**Evaluate \(I\) in closed form.**

The transform of \(1/r\) is \(2\pi\int_0^\infty J_0(kr)\,dr=2\pi/k\). Writing \(k|h_{\mathbf k}|^2=k^2|h_{\mathbf k}|^2/k\) therefore gives
\[
I=\frac1{2\pi}\iint\frac{\nabla h(\mathbf r)\cdot\nabla h(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r' .
\]
On the cone \(\nabla h=-s\hat{\mathbf r}\), so the scalar product is \(s^2\cos\varphi\), with \(\varphi\) the angle between the two points. One angular integration gives \(2\pi\). The regions \(r'<r\) and \(r'>r\) contribute equally. With \(r'=tr\),
\[
I=2s^2\int_0^R r^2dr\int_0^1 t\,g(t)\,dt,\qquad
g(t)=\int_0^{2\pi}\frac{\cos\varphi\,d\varphi}{\sqrt{1+t^2-2t\cos\varphi}} .
\]

To find \(g\), use \((1-x)^{-1/2}=\sum_na_nx^n\) with \(a_n=\binom{2n}{n}/4^n\). The root factorizes into \((1-te^{i\varphi})^{1/2}(1-te^{-i\varphi})^{1/2}\), so its inverse is \(\sum_{m,n}a_ma_nt^{m+n}e^{i(m-n)\varphi}\). After multiplication by \(\cos\varphi\), only \(m-n=\pm1\) survives, and each such term gives \(\pi\):
\[
g(t)=2\pi\sum_{n\ge1}a_na_{n-1}t^{2n-1}.
\]
Compare this with the complete elliptic integrals
\[
K(t)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-t^2\sin^2\theta}},\qquad
\mathcal E(t)=\int_0^{\pi/2}\sqrt{1-t^2\sin^2\theta}\,d\theta .
\]
Since \((1-x)^{1/2}=-\sum_na_nx^n/(2n-1)\) and \(\int_0^{\pi/2}\sin^{2n}\theta\,d\theta=\tfrac\pi2a_n\),
\[
K-\mathcal E=\frac\pi2\sum_{n\ge1}a_n^2\,\frac{2n}{2n-1}\,t^{2n}=\frac\pi2\sum_{n\ge1}a_na_{n-1}t^{2n},
\]
where the last step uses \(a_n=a_{n-1}(2n-1)/(2n)\). Thus \(g=4(K-\mathcal E)/t\).

Integrating over \(t\) before \(\theta\) gives
\[
\int_0^1K\,dt=\int_0^{\pi/2}\frac{\theta}{\sin\theta}\,d\theta,\qquad
\int_0^1\mathcal E\,dt=\frac12\int_0^{\pi/2}\left(\cos\theta+\frac{\theta}{\sin\theta}\right)d\theta .
\]
With \(q=\tan(\theta/2)\) one has \(d\theta/\sin\theta=dq/q\), so the first integral is
\[
2\int_0^1\frac{\arctan q}{q}\,dq=2\sum_{n\ge0}\frac{(-1)^n}{(2n+1)^2}=2G,
\]
where \(G\approx0.91597\) is Catalan's constant. The second is \(\tfrac12+G\). Hence \(\int_0^1tg\,dt=4(2G-G-\tfrac12)=2(2G-1)\), and
\[
I=\tfrac43(2G-1)\,s^2R^3\approx1.1092\,s^2R^3 .
\]
Quadrature of the Fourier form, starting from the cone profile, gives 1.1092 as well.

## (f) The explicit critical island

**Find \(B\), the critical radius and the barrier for the cone. How do they depend on misfit?**

From the volume, \(s^2R^3=3sV/\pi\). From (c), \(\sigma_0(1-\nu)/(2\mu)=(1+\nu)\varepsilon\), so the prefactor in (d) is \(\sigma_0\varepsilon(1+\nu)=W(1+\nu)\). To leading order in \(s\),
\[
B=W(1+\nu)\,\frac{4(2G-1)}{\pi}\,s\approx1.059\,(1+\nu)\,W\,s .
\]
In terms of the radius, \(E=\pi\Gamma R^2-\tfrac{\pi}{3}sBR^3\). Setting \(2\pi\Gamma R-\pi sBR^2=0\) gives
\[
R_c=\frac{2\Gamma}{sB},\qquad
E^*=\pi\Gamma R_c^2\left(1-\frac23\right)=\frac{4\pi\Gamma^3}{3s^2B^2},\qquad
V_c=\frac{2E^*}{B}=\frac{8\pi\Gamma^3}{3s^2B^3}.
\]
Since \(B\propto\varepsilon^2\), at fixed \(\Gamma\) and \(s\) the barrier varies as \(\varepsilon^{-4}\) and the critical volume as \(\varepsilon^{-6}\).

## (g) A worked example

**Take \(\mu=0.35\) eV/Å\(^3\), \(\nu=0.25\), \(\varepsilon=0.04\), \(s=0.2\), \(\gamma_f=\gamma_w=0.08\) eV/Å\(^2\), and 20 Å\(^3\) per atom. Find the critical island and judge the small-slope formula.**

These are round model values, not those of a named material. The inputs to the barrier are
\[
\Gamma=0.08\,(\sqrt{1.04}-1)=1.584\times10^{-3}\ \text{eV/Å}^2,
\]
\[
W=0.04667\times0.04=1.867\times10^{-3}\ \text{eV/Å}^3,
\]
\[
B=1.867\times10^{-3}\times1.25\times1.059\times0.2=4.94\times10^{-4}\ \text{eV/Å}^3 .
\]
In this estimate the net strain gain, after the cost of deforming the material below, is \(B/W\approx26\%\) of the misfit energy that the island's material would store in the flat film. Then
\[
R_c=\frac{2\times1.584\times10^{-3}}{0.2\times4.94\times10^{-4}}\approx32\ \text{Å},\qquad
E^*=\frac{\pi}{3}\,\Gamma R_c^2\approx1.70\ \text{eV}.
\]
The barrier is 0.0626 hartree. The critical volume is about 6900 Å\(^3\), or \(4.65\times10^4\) bohr\(^3\), which is some 345 atoms. The surface cost of 5.11 eV and the strain gain of 3.41 eV stand in the ratio 3:2 found in (a). The cone is only 6.4 Å high, so a continuum description is already strained at this size.

A finite-element solution of the same linear elastic problem, for the actual cone, tests the leading-order \(B\). Its relaxation energy, divided by the small-slope value, extrapolates to 0.998 at zero slope, which agrees with the expected 1 within the mesh error. At \(s=0.2\), on a finer mesh, the ratio is 0.9145. Further refinement of the elements and a larger computational box raise it by 0.0008, to a converged value of 0.915. Enlarging the radius by 1.5 multiplies the energy by 3.377, against \(1.5^3=3.375\), as the volume law requires.

The corrected \(B\) is \(4.52\times10^{-4}\) eV/Å\(^3\). By the formulas of (a), which hold for any \(B\), the barrier becomes 2.03 eV with the converged ratio (2.04 eV with 0.9145) and the critical volume about 9000 Å\(^3\). The small-slope barrier is thus 16% below the finite-element one. At 800 K, where the thermal energy is 0.0689 eV, this difference of 0.33 eV changes the Boltzmann factor \(e^{-E^*/k_BT}\) by a factor of more than 100.

The barrier is also sensitive to \(\Gamma\), a small difference of two large numbers. Raising \(\gamma_f\) to 0.081 eV/Å\(^2\), a change of 1.25%, raises \(\Gamma\) by a factor 1.64. The small-slope barrier grows by \(1.64^3\approx4.4\), to 7.57 eV.

## (h) Growth from a supersaturated reservoir

**Atoms now come from a reservoir whose chemical potential exceeds that of the flat film by \(\Delta\mu\). How does the barrier change?**

Assume that the island exchanges atoms only with the reservoir, and that the flat film stays unchanged meanwhile. If atoms could also pass from the island to the film, an island smaller than the critical volume of (f) could still lower its energy by losing them that way. An island of volume \(V\) takes \(V/\Omega\) atoms from the reservoir, with \(\Omega\) the volume per atom. This adds \(-gV\) to the energy, with \(g=\Delta\mu/\Omega\). The strain and the reservoir together now contribute \(-(B+g)V\), so \(B\) is replaced by \(B+g\) in the formulas of (a):
\[
V_c=\left[\frac{2A}{3(B+g)}\right]^3,\qquad E^*=\frac{4A^3}{27(B+g)^2}.
\]
For \(\Delta\mu=0.01\) eV, \(g=5.0\times10^{-4}\) eV/Å\(^3\), which is about as large as \(B\). The small-slope barrier falls by a factor \((4.94/9.94)^2\approx0.25\), to 0.42 eV. The critical volume falls to about 850 Å\(^3\), or some 42 atoms, where the continuum picture is doubtful. In an undersaturated reservoir \(g\) is negative. If \(B+g\le0\), the energy rises at every volume and no finite critical size exists.

## (i) What the fixed shape contributes

**Suppose that the slope may be chosen freely. Does the barrier survive as \(s\to0\)?**

Write \(B=\beta s\), with \(\beta=4(2G-1)(1+\nu)W/\pi\). The answer depends on how \(\Gamma\) vanishes.

If the surface energy is the same for all orientations, \(\gamma_f=\gamma_w=\gamma\), then \(\Gamma\approx\gamma s^2/2\) and
\[
R_c\to\frac{\gamma}{\beta},\qquad E^*\to\frac{\pi\gamma^3}{6\beta^2}\,s^2 .
\]
The radius stays finite while the barrier vanishes. With the parameters of (g), slopes of 0.02 and 0.01 both give \(R_c\approx32.4\) Å, but barriers of 0.0176 and 0.0044 eV. These cones are less than 1 Å high, so the numbers illustrate the continuum limit and do not describe real islands. In this model the film can roughen through ever shallower mounds, and the barrier found in (f) belongs to the restriction to one slope.

If instead tilting the surface costs an energy linear in slope, as when each atomic step has a positive energy, then \(\Gamma\approx\eta s\) with \(\eta>0\), and
\[
R_c\to\frac{2\eta}{\beta s},\qquad E^*\to\frac{4\pi\eta^3}{3\beta^2s}.
\]
The barrier now grows without bound as \(s\to0\), so, among cones, the route through vanishing slope is closed. At larger slopes the quadratic part of \(\Gamma\) also matters, and the barrier need not fall steadily with \(s\). In this model, where the film's surface energy does not depend on its thickness, a nonzero nucleation barrier thus needs a reason for the surface to avoid small slopes. The fixed shape is imposed in place of such a reason. In a real film, a surface energy that depends on thickness can also produce a barrier. The numerical output below gives the values used here.

## Table of computed values

```
shear modulus: 0.35 eV/A^3
Poisson ratio: 0.25; misfit: 0.04; slope: 0.20
facet surface energy: 0.080 eV/A^2
wetting-film surface energy: 0.080 eV/A^2
atomic volume: 20.0 A^3
Catalan constant: 0.915966
shape integral/(s^2 R^3), closed form: 1.109242
shape integral/(s^2 R^3), Fourier: 1.109216
factor 4(2G-1)/pi: 1.05925
misfit stress: 0.04667 eV/A^3
misfit energy density W: 1.8667e-03 eV/A^3
excess surface energy Gamma: 1.5843e-03 eV/A^2
A: 1.41130e-02 eV/A^2
B, small slope: 4.9432e-04 eV/A^3
relaxed fraction B/W, small slope: 0.2648
critical radius: 32.05 A
critical height: 6.41 A
critical volume: 6895.5 A^3 = 46533 bohr^3
atoms in critical island: 345
barrier: 1.7043 eV = 0.06263 hartree
barrier from numerical maximization: 1.7044 eV
surface cost at critical size: 5.1129 eV
strain gain at critical size: 3.4086 eV
volume of zero energy: 23274 A^3
thermal energy at 800 K: 0.06894 eV
barrier / thermal energy: 24.72
FEM / small-slope relaxation at slope 0.02: 0.9909
FEM / small-slope relaxation at slope 0.04: 0.9838
FEM / small-slope relaxation at slope 0.20: 0.9128
same ratio extrapolated to zero slope: 0.9980
same ratio at slope 0.20, finer mesh: 0.9145
FEM energy ratio for radius x1.5: 3.3765 (cube 3.3750)
B with FEM relaxation: 4.5204e-04 eV/A^3
critical radius with FEM B: 35.05 A
critical volume with FEM B: 9017 A^3
barrier with FEM B: 2.0379 eV
supersaturation: 0.010 eV/atom; g: 5.000e-04 eV/A^3
facet energy in raised case: 0.081 eV/A^2
driven: V_c 847.2 A^3
driven: barrier 0.4212 eV
double misfit: V_c 107.7 A^3
double misfit: barrier 0.1065 eV
facet energy up: V_c 30621.5 A^3
facet energy up: barrier 7.5683 eV
slope 0.02: radius 32.37 A, barrier 0.01755 eV
slope 0.01: radius 32.37 A, barrier 0.00439 eV
```
